# Boltzmann versus Fermi–Dirac statistics in charged-defect regrowth at fixed electron density

## Question

I am working with the charged-defect model of solid-phase epitaxial regrowth. The amorphous-crystal interface advances through growth defects that are neutral, $D^0$, or negative, $D^-$. In n-type silicon the Fermi level rises, there are more $D^-$, and regrowth is faster than in intrinsic material.

I first used Boltzmann statistics for the conduction electrons. My electron density is $n=2\times10^{20}\ \mathrm{cm^{-3}}$ at 550 °C, which is above the effective density of states, so I want to redo the calculation with Fermi–Dirac statistics at the same $n$.

I get stuck on the direction of the change. The Fermi function is smaller than the Boltzmann exponential, which suggests fewer electrons and so fewer negative defects. But I have fixed the number of electrons. Must the formula for $[D^-]/[D^0]$ also be changed? Which statistics give the larger enhancement, and by how much?

My other parameters are a gap of 0.95 eV, density-of-states masses of 1.08 (electrons) and 1.0 (holes) in units of the electron mass, and a $D^-$ level 0.10 eV below the conduction edge. Intrinsic regrowth runs at about 0.1 nm/s, and the layer is 50 nm thick.

## Answer

The direction depends on what is held fixed. At a fixed Fermi level, Fermi–Dirac statistics give fewer band electrons, but the defect charge ratio does not change at all. At a fixed electron density the Fermi level itself has to change, and the defects respond to that.

### What the defects respond to

Let $E^-$ be the energy at which a defect takes up its extra electron. I assume that $D^0$ has two spin states and $D^-$ has one. Exchange of electrons with a reservoir at Fermi level $E_F$ gives the two charge states the relative weights

$$
D^0:\ 2,\qquad D^-:\ e^{(E_F-E^-)/kT}.
$$

Define the depth $\Delta=E_c-E^->0$ and the reduced Fermi level $\eta=(E_F-E_c)/kT$. Then $E_F-E^-=kT\eta+\Delta$, and the ratio of the weights is

$$
r\equiv\frac{[D^-]}{[D^0]}=g\,e^{\eta+\Delta/kT},\qquad g=\tfrac12 .
$$

This exponential is not a Boltzmann approximation for the carriers. It is the ratio of two grand-canonical weights, and it keeps its form when the band is degenerate. The choice of carrier statistics enters only through the value of $\eta$.

Now assume that both kinds of defect advance the interface at the same rate per defect. Assume also that $[D^0]$ is in equilibrium: forming a neutral defect takes no electron from the reservoir, so $[D^0]$ does not depend on $E_F$. The velocity is then proportional to $[D^0]+[D^-]=[D^0](1+r)$. Dividing by the intrinsic velocity at the same temperature cancels $[D^0]$ and the jump rate:

$$
R\equiv\frac{v}{v_i}=\frac{1+r}{1+r_i}.
$$

I leave out positive and doubly negative defects, take the bands as flat up to the interface, and assume too few defects to alter $n$. The level depth, the band and the reference $r_i$ are the same in both calculations.

### The Fermi level at fixed density

Let $N_c$ be the effective density of states and $x=n/N_c$. For a parabolic band, with $t=(E-E_c)/kT$, Fermi–Dirac statistics require

$$
x=F(\eta)\equiv\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt t\,dt}{1+e^{t-\eta}} .
$$

The Boltzmann approximation replaces the occupation by $e^{\eta-t}$. Since $\int_0^\infty\sqrt t\,e^{-t}dt=\sqrt\pi/2$, this gives

$$
x=e^{\eta_B},\qquad \eta_B=\ln x .
$$

For every real $y$, $1+e^y>e^y$, so $1/(1+e^y)<e^{-y}$. Put $y=t-\eta$ and integrate against the positive weight $\sqrt t$:

$$
x=F(\eta)<e^\eta\quad\Longrightarrow\quad \eta>\ln x=\eta_B .
$$

Your observation that the Fermi function is smaller is correct, and this is its consequence at fixed $n$. Each band state can hold at most one electron, so the Fermi level must be higher to accommodate the same number. A higher Fermi level makes more defects negative.

The parabolic shape is not essential. With any other positive density of states, the Boltzmann integral at a given $E_F$ still exceeds the Fermi–Dirac one. It also rises with $E_F$, so it reaches the prescribed $n$ at a lower Fermi level.

### From the Fermi level to the velocity

Define the degeneracy factor

$$
\gamma=\frac{e^\eta}{x}=e^{\eta-\eta_B}>1 .
$$

The common factor $g\,e^{\Delta/kT}$ cancels from the ratio of the two defect ratios, so $r_{FD}=\gamma r_B$. Subtracting the two enhancements gives

$$
R_{FD}-R_B=\frac{(1+\gamma r_B)-(1+r_B)}{1+r_i}
=\frac{(\gamma-1)r_B}{1+r_i}>0 .
$$

Boltzmann statistics therefore underestimate the enhancement under the stated conditions. For the relative size, divide instead:

$$
\frac{R_{FD}}{R_B}=\frac{1+\gamma r_B}{1+r_B}
=1+(\gamma-1)\frac{r_B}{1+r_B}.
$$

The last fraction lies between 0 and 1, so the correction to $R$ is smaller than the factor $\gamma$. The neutral defects contribute equally in both calculations and dilute the difference.

The discrepancy grows with density. From $\ln\gamma=\eta-\ln F(\eta)$,

$$
\frac{d\ln\gamma}{d\eta}=1-\frac{F'(\eta)}{F(\eta)} .
$$

Differentiating the occupation $f=1/(1+e^{t-\eta})$ with respect to $\eta$ gives $f(1-f)$, which is positive and less than $f$. Hence $0<F'<F$. Both $\eta$ and $\gamma$ rise with $n$, as does $r_B/(1+r_B)$, so $R_{FD}/R_B$ rises too.

### The dilute and degenerate limits

For low density, write $z=e^\eta<1$ and expand the occupation as $ze^{-t}-z^2e^{-2t}+z^3e^{-3t}-\dots$. Because $\int_0^\infty\sqrt t\,e^{-kt}dt=\sqrt\pi/(2k^{3/2})$,

$$
x=z-\frac{z^2}{\sqrt8}+\frac{z^3}{3^{3/2}}-\dots
$$

Insert $z=x+ax^2+bx^3+\dots$. The $x^2$ terms require $a-1/\sqrt8=0$. The $x^3$ terms require $b-2a/\sqrt8+3^{-3/2}=0$, so $b=1/4-3^{-3/2}=0.0575$. Dividing $z$ by $x$,

$$
\gamma=1+\frac{x}{\sqrt8}+0.0575\,x^2+\dots
$$

The correction to $r$ is thus first order in $x$. When $r_B\ll1$, the correction to $R$ is second order, because $r_B$ is itself proportional to $x$.

In the opposite limit, $\eta\gg1$, the occupation is nearly a step. Then $x\simeq(2/\sqrt\pi)(2/3)\eta^{3/2}$, which gives

$$
\eta\simeq\left(\frac{3\sqrt\pi}{4}x\right)^{2/3},\qquad
\ln\gamma\simeq\left(\frac{3\sqrt\pi}{4}x\right)^{2/3}-\ln x .
$$

Your case lies between these limits, so $F(\eta)=x$ has to be solved numerically.

### Your numbers

At $T=823.15$ K, $kT=0.07093$ eV. The electron mass gives

$$
N_c=2\left(\frac{m_ckT}{2\pi\hbar^2}\right)^{3/2}
=1.280\times10^{20}\ \mathrm{cm^{-3}},
$$

and the same formula with the hole mass gives $N_v=1.141\times10^{20}\ \mathrm{cm^{-3}}$. Your filling is $x=2.00/1.280=1.562$.

For the intrinsic reference, equate the electron and hole densities, $N_ce^{\eta_i}=N_ve^{-E_g/kT-\eta_i}$. Solving for $\eta_i$,

$$
\eta_i=-\frac{E_g}{2kT}+\frac12\ln\frac{N_v}{N_c}=-6.754,
\qquad r_i=0.0024 .
$$

Boltzmann statistics are adequate here: using Fermi–Dirac integrals for the reference changes $R$ by only about $6\times10^{-6}$ %.

In the doped crystal, the Boltzmann level is $\eta_B=\ln1.562=0.446$. Solving $F(\eta)=1.562$ by numerical integration and root finding gives $\eta=0.987$. The Fermi level is therefore 70 meV above the conduction edge instead of 32 meV, and

$$
\gamma=\frac{e^{0.987}}{1.562}=1.72 .
$$

With $e^{\Delta/kT}=e^{0.10/0.07093}=4.095$,

$$
r_B=\tfrac12(1.562)(4.095)=3.20,\qquad
r_{FD}=1.7175\times3.199=5.49 .
$$

The enhancements are

$$
R_B=\frac{1+3.199}{1.0024}=4.19,\qquad
R_{FD}=\frac{1+5.494}{1.0024}=6.48 .
$$

The Boltzmann value is 35 % below the Fermi–Dirac value. Multiplying by 0.1 nm/s gives velocities of 0.42 and 0.65 nm/s. The 50 nm layer takes 119 s in the Boltzmann calculation and 77 s in the Fermi–Dirac one, if the velocity stays constant.

Repeating the calculation at other densities, with everything else fixed, gives:

| $n$ ($10^{20}$ cm$^{-3}$) | $\gamma$ | $R_B$ | $R_{FD}$ |
|---:|---:|---:|---:|
| 0.1 | 1.03 | 1.16 | 1.16 |
| 0.5 | 1.15 | 1.80 | 1.91 |
| 1 | 1.31 | 2.59 | 3.09 |
| 2 | 1.72 | 4.19 | 6.48 |
| 4 | 2.89 | 7.38 | 19.4 |

The shapes of the two curves differ. Since $e^{\eta_B}=n/N_c$, Boltzmann statistics make $r$ strictly proportional to $n$. For Fermi–Dirac statistics,

$$
\frac{d\ln r}{d\ln n}=\frac{d\eta}{d\ln F}=\frac{F}{F'}>1 ,
$$

and this local exponent is 1.53 at your density.

### A count that does not use the Fermi function

You can also settle the choice by counting states. Let one defect exchange an electron with a finite band. When the defect is neutral, the band holds $N$ electrons; when it is negative, the band holds $N-1$. Let $Z_N$ be the sum of Boltzmann weights over all ways to place $N$ electrons, with energies measured from $E_c$. Then

$$
r=\frac12e^{\Delta/kT}\frac{Z_{N-1}}{Z_N}.
$$

If exclusion is ignored, $Z_N=Z_1^N/N!$, so $Z_{N-1}/Z_N=N/Z_1=x$. That is the Boltzmann result.

If each state, with spin counted separately, holds at most one electron, $Z_N$ can be built up one state at a time: adding a state of weight $w$ changes $Z_N$ to $Z_N+wZ_{N-1}$. For 300 electrons in levels following the parabolic density of states, at your filling, this gives $r=5.486$. The Fermi–Dirac value is 5.494 and the Boltzmann value 3.199. The remaining gap of 0.008 is a finite-size effect that falls as $1/N$, to 0.003 for 900 electrons, and shifting the discrete levels by half a spacing moves the count by about 0.01 either way. Exclusion accounts for the difference from the Boltzmann value.

### How far to trust this for real silicon

Your masses, gap and intrinsic velocity are rough typical values for silicon at this temperature, while the 0.10 eV depth is a model parameter. An enhancement of several times is the rough scale seen in heavily n-doped silicon. The value of 19 at $4\times10^{20}\ \mathrm{cm^{-3}}$ should not be used as a prediction: dopant clustering and strain, absent here, can slow regrowth at high concentration. One serious omission is a shift of the conduction edge relative to the defect level. Heavy doping narrows the gap by roughly 0.1 eV. If the edge falls by 0.05 eV while $E^-$ stays put, $\Delta$ is halved, and $R_B$ and $R_{FD}$ become 2.57 and 3.71. A fall of 0.10 eV gives 1.78 and 2.34. This can change the predicted velocity more than the choice of statistics does, although $\gamma$ is unchanged because both values of $r$ fall by the same factor.

Band bending can act in the same way. If the edge and the defect level both rise by $\phi$ at the interface while $E_F$ stays level, $r$ is multiplied by $e^{-\phi/kT}$. Here $n$ means the density in the crystal away from the interface. The screening length there is

$$
\lambda=\left(\frac{\varepsilon}{e^2\,dn/dE_F}\right)^{1/2}=0.59\ \mathrm{nm}
$$

for a relative permittivity of 11.7. This formula assumes that the electron density follows the local potential. Its result is shorter than the mean electron spacing, $n^{-1/3}=1.7$ nm, and the thermal wavelength, which is about 2.7 nm along the axis of a silicon conduction valley and 6 nm across it (masses 0.92 and 0.19), so the assumption fails on this scale. Take the number only as a sign that the potential can change within a few nanometres of the interface.

The band shape matters less. Replace $\sqrt E$ in the density of states by $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$, with $E$ measured from the edge and $\alpha=0.5\ \mathrm{eV^{-1}}$. Keeping $n$ and $r_i$ fixed, the enhancements are 3.80 and 5.34. For a parabolic band with a 10 % heavier electron mass they are 3.76 and 5.42. More available states mean a lower Fermi level and less degeneracy.

Finally, fixed $n$ is not the same condition as a fixed number of donors. Suppose $N_D=2\times10^{20}\ \mathrm{cm^{-3}}$ donors each had an isolated level $b=0.045$ eV below the edge. Then $n=N_D/(1+2e^{\eta+b/kT})$ must be solved together with the band filling. The enhancements become 2.07 for Boltzmann and 2.18 for Fermi–Dirac statistics. The gap is small because many donors keep their electrons, leaving the band less degenerate, and because a higher Fermi level now also reduces ionization. The factor 2 counts only the spin of the ground state. At this temperature the valley-orbit partners of the 1s level are also occupied. With the phosphorus levels at 45.6, 33.9 and 32.6 meV, holding 2, 6 and 4 states, the enhancements fall to 1.52 and 1.55. Isolated levels are in any case a poor description at this density, where the donor states merge with the band, so treat these numbers as an illustration of incomplete ionization and not as a bound. If all the donors are ionized, $n$ is very nearly $N_D$ and the fixed-density comparison applies.

One caution if you fit data: the underestimate refers to a given $\Delta$. At a single density, a Boltzmann calculation can reproduce $r_{FD}$ if you increase the depth by $kT\ln\gamma=38$ meV. Because $\gamma$ depends on $n$, that adjusted depth will not reproduce the Fermi–Dirac curve at other densities.
